Allen's phonon linewidth formula and its failure at small wavevector, part 1

(Sections cited here and not found follow in the second part.)

## I. From the phonon self-energy to Allen's formula

A calculation of phonon linewidths in a metal must decide, for each phonon wavevector q, how to treat the phonon energy in the electronic transitions. It can be dropped, so that both electron states lie on the Fermi surface and one set of Fermi-surface weights serves every phonon. Or it can be kept, and the allowed transitions then depend on the phonon energy. The first choice leads to Allen's formula. It holds where the joint density of initial and final states varies slowly over the phonon energy and the damping is weak. Where this fails it can be badly wrong. For an optical phonon close to q = 0 it can predict a large width where the clean one-band metal gives none. In the parabolic model below it gives zero just above q = 2k_F, where some damping remains. A second decision concerns the comparison with a measured line: the formula may give its half width or its full width, depending on how the density of states is counted.

**Setting and assumptions**

Hartree atomic units are used, with ħ = 1 and electron mass 1. There is one partly filled band. Its energies ε_k are measured from the Fermi level, and both spins have the same energies. One phonon branch is treated; with several branches, each has its own coupling and width. The crystal has N cells, and

⟨X⟩ = (1/N) Σ_k X_k

denotes the average over k in the Brillouin zone, without a spin sum. The density of states N_F = ⟨δ(ε_k)⟩ is therefore per cell and per spin.

Let A_q = b_q + b†_{−q} be the phonon amplitude and Ω_q the phonon frequency before the electrons respond. The coupling is

H_ep = N^(−1/2) Σ_{kqσ} g_{k,q} c†_{k+q,σ} c_{k,σ} A_q.

Since A_q† = A_{−q}, this operator is Hermitian if g_{k+q,−q} = g*_{k,q}. The electron response is taken to first order in the phonon amplitude, with averages of products of electron and phonon operators factorized. This gives the phonon self-energy to order |g|².

**Lemma 1 (the bubble).** Under these assumptions the retarded phonon function is

D(q,ω) = 2Ω_q / [ω² − Ω_q² − 2Ω_q Π(q,ω)],

Π(q,ω) = 2⟨ |g_{k,q}|² (f_k − f_{k+q}) / (ω + i0 − ε_{k+q} + ε_k) ⟩,

where f_k is the Fermi function of ε_k. The leading 2 is the spin sum.

Proof. Add a weak force J through the term J A_{−q}, and define D by A_q = D J. Let P_q = b_q − b†_{−q} and

F_q = Σ_{kσ} g*_{k,q} c†_{k,σ} c_{k+q,σ}.

F_q is the electron operator that multiplies A_{−q} in √N H_ep. The commutators of b_q and b†_{−q} with A_{−q} are +1 and −1. The equations of motion i∂X/∂t = [X,H] are therefore

i ∂A_q/∂t = Ω_q P_q,

i ∂P_q/∂t = Ω_q A_q + 2N^(−1/2) F_q + 2J.

The coupling drops out of the first equation because the two commutators cancel in the sum A_q; they add in the difference P_q. For a time dependence exp(−iωt), i∂/∂t becomes ω. Eliminating P_q gives

ω² A_q = Ω_q² A_q + 2Ω_q [N^(−1/2) F_q + J].

The average of F_q is now needed. Let X_k = ⟨c†_k c_{k+q}⟩ for one spin, where the brackets here mean a quantum average. The band energy contributes (ε_{k+q} − ε_k)X_k to its equation of motion. The coupling contributes through

[c†_k c_{k+q}, c†_{k+q} c_k] = c†_k c_k − c†_{k+q} c_{k+q},

whose average is f_k − f_{k+q}. Hence

(ω + i0 − ε_{k+q} + ε_k) X_k = N^(−1/2) g_{k,q} (f_k − f_{k+q}) A_q.

The term i0 selects the response that follows the force. Multiplying X_k by g*_{k,q}, summing over k and both spins, and dividing by √N gives N^(−1/2)F_q = Π A_q. Substitution gives

(ω² − Ω_q² − 2Ω_q Π) A_q = 2Ω_q J,

which is the stated D. ∎

The static value Π(q,0) is real, because f_k − f_{k+q} vanishes when the two energies are equal. It shifts the frequency without damping it. A frequency computed with electrons that follow static displacements already contains this shift, so it must not be counted again. Define

ω_q² = Ω_q² + 2Ω_q Π(q,0).

The coupling to a given displacement is fixed, while A_q is the displacement divided by its zero-point scale, which varies as Ω_q^(−1/2). Thus |g|²Ω_q is independent of the reference frequency. With A_q and g referred to ω_q from here on, the result becomes

D = 2ω_q / {ω² − ω_q² − 2ω_q[Π(q,ω) − Π(q,0)]}.

In a metal with Coulomb interaction, g is taken as the statically screened coupling at both vertices of the remaining frequency-dependent term. This is an approximation adopted here, not a consequence of Lemma 1.

**Lemma 2 (half width).** Let

γ_q = −Im Π(q,ω_q),

δ_q = Re Π(q,ω_q) − Π(q,0).

If both are small compared with ω_q, and Π changes little across the line, the phonon spectrum is a Lorentzian of half width γ_q at half maximum.

Proof. Near the line, ω² − ω_q² = (ω − ω_q)(ω + ω_q) ≈ 2ω_q(ω − ω_q). The relative error of this replacement is about (ω − ω_q)/(2ω_q). Cancelling 2ω_q gives

D ≈ 1/(ω − ω_q − δ_q + iγ_q),

−Im D ≈ γ_q / [(ω − ω_q − δ_q)² + γ_q²].

The second expression is half its maximum at a distance γ_q from its centre. ∎

The Fourier transform of this D decays as exp(−γ_q t). That is the decay of the amplitude. The phonon population follows the squared amplitude and decays as exp(−2γ_q t), so the population decay rate equals the full width 2γ_q.

**Lemma 3 (golden rule).** The half width is

γ_q = 2π⟨ |g_{k,q}|² (f_k − f_{k+q}) δ(ε_{k+q} − ε_k − ω_q) ⟩.

Proof. For real x, Im 1/(x + i0) = −πδ(x). Apply this to Π with x = ω_q − ε_{k+q} + ε_k. The spin factor 2 and the factor π give 2π, and the minus sign in γ_q = −Im Π makes the result positive. ∎

The occupation difference is absorption minus emission:

f_k(1 − f_{k+q}) − f_{k+q}(1 − f_k) = f_k − f_{k+q}.

The phonon is damped because, at equal matrix elements, more pairs of states can absorb it than can emit it.

**Lemma 4 (reduction to the Fermi surface).** Define the coupling-weighted joint density

J_q(ε,ε′) = ⟨ |g_{k,q}|² δ(ε_k − ε) δ(ε_{k+q} − ε′) ⟩.

Then, with no further approximation,

γ_q = 2π ∫ dε [f(ε) − f(ε + ω_q)] J_q(ε, ε + ω_q).

If J_q(ε, ε + ω_q) is close to J_q(0,0) wherever the occupation difference is appreciable, then

γ_q ≈ 2π ω_q J_q(0,0) = 2π ω_q⟨ |g_{k,q}|² δ(ε_k) δ(ε_{k+q}) ⟩.

Proof. Insert 1 = ∫dε δ(ε_k − ε) into Lemma 3. The energy-conserving delta then fixes ε_{k+q} = ε + ω_q, which gives the first formula. For the second, take J_q out of the integral. The remaining factor is

∫ dε [f(ε) − f(ε + ω_q)] = ∫ dε ∫_0^{ω_q} ds [−f′(ε + s)] = ω_q.

The last step holds because −f′ integrates to 1 for every s. ∎

The integral equals ω_q at any temperature. The occupation difference extends over energies of order ω_q or kT around the Fermi level, whichever is larger. The approximation therefore makes two demands. J_q must vary little over that range of ε, and it must vary little when the energy difference ε′ − ε changes from ω_q to zero. For an optical phonon at small q it is the second demand that fails.

**Theorem 1 (Allen's formula).** Define the coupling strength of the phonon by

λ_q = [2/(N_F ω_q)] ⟨ |g_{k,q}|² δ(ε_k) δ(ε_{k+q}) ⟩.

Under the assumptions of Lemmas 1 to 4, to leading order in the damping,

γ_q = π N_F λ_q ω_q².

Proof. The definition gives J_q(0,0) = N_F ω_q λ_q/2. Substitution in Lemma 4 gives

γ_q = 2π ω_q × N_F ω_q λ_q/2 = π N_F λ_q ω_q². ∎

**Remark (half or full width).** With N_F per spin, γ_q is the half width at half maximum. Let N_tot = 2N_F count both spins, and keep the number λ_q unchanged. Then π N_tot λ_q ω_q² = 2γ_q is the full width.

**Lemma 5 (the normalization of λ).** At zero temperature, and if J_q(0,ε) varies slowly over energies of order ω_q for the wavevectors that dominate the average, the zone average of λ_q equals minus the slope of the electron self-energy at the Fermi level, averaged over the Fermi surface.

Proof. To second order, an electron in state k can emit a virtual phonon and enter an empty state k+q. Its presence also blocks a fluctuation in which a filled state k+q would have emptied into k. The blocked fluctuation enters with reversed sign. With ω as the electron energy variable, the two terms give

Σ_k(ω) = (1/N) Σ_q |g_{k,q}|² [ (1 − f_{k+q})/(ω − ε_{k+q} − ω_q) + f_{k+q}/(ω − ε_{k+q} + ω_q) ].

Differentiate at ω = 0. Empty states have ε_{k+q} > 0 and filled ones have ε_{k+q} < 0, so both terms take the same form:

−∂Σ_k/∂ω = (1/N) Σ_q |g_{k,q}|² / (|ε_{k+q}| + ω_q)².

Average over k with the weight δ(ε_k)/N_F. Inserting 1 = ∫dε δ(ε_{k+q} − ε), each q contributes (1/N_F)∫dε J_q(0,ε)/(|ε| + ω_q)². If J_q(0,ε) can be replaced by J_q(0,0), the energy integral is

∫ dε/(|ε| + ω_q)² = 2/ω_q,

so each q contributes [2/(N_F ω_q)]⟨|g|²δ(ε_k)δ(ε_{k+q})⟩ = λ_q. Averaging over q completes the proof. ∎

The replacement fails for q of order ω_q/v or smaller, with v a Fermi-surface speed, because ε_{k+q} − ε_k cannot exceed about vq and J_q(0,ε) vanishes beyond that energy. For constant g and ω_q the average over q can be taken first. It turns J_q(0,ε) into g²N_F times the density of states at ε, so the lemma then needs only a slowly varying density of states.

This slope is the mass-enhancement parameter λ: near the Fermi level, electron velocities are reduced by the factor 1/(1 + λ) when the dependence of Σ on k is neglected. The factor 2 in the definition of λ_q thus comes from two energy ranges, above and below the Fermi level. It is not a spin factor.

**Worked example: a wavevector well away from zero**

Take a parabolic band with Fermi wavevector k_F = 0.3 bohr⁻¹ in a cubic cell of edge 5 bohr, hence volume V = 125 bohr³. The Fermi energy is E_F = k_F²/2 = 0.045 Ha and the Fermi velocity is v_F = 0.3. The phonon energy is ω = 0.001 Ha = 27.2 meV at every q, and g = 0.01 Ha is constant. These are model parameters, not those of a particular metal.

In the continuum, ⟨X⟩ is V/(2π)³ times the integral over k. With k dk = dE,

N_F = (V/2π²) ∫ k² dk δ(k²/2 − E_F) = V k_F/(2π²) = 1.900 Ha⁻¹.

For the double delta, let μ be the cosine of the angle between k and q. The azimuthal integral gives 2π. The first delta sets k = k_F and leaves a factor k_F. The second becomes δ(k_F qμ + q²/2) and gives 1/(k_F q) if |μ| = q/(2k_F) is below 1. Hence, for q < 2k_F,

⟨δ(ε_k) δ(ε_{k+q})⟩ = V/(4π²q).

At q = 0.1 bohr⁻¹ this is 31.66 Ha⁻². Therefore

λ_q = 2 × (0.01)² × 31.66/(1.900 × 0.001) = 3.33,

γ_q = π × 1.900 × 3.33 × (0.001)² = 1.99 × 10⁻⁵ Ha = 0.541 meV.

The full width is 1.08 meV. The half width is 2% of the phonon energy, so the damping is weak.

A direct evaluation of the bubble at zero temperature shows what has been neglected. Its angular integral was done analytically and its radial integral by a midpoint sum. The half width read from the resulting spectrum is 1.99 × 10⁻⁵ Ha. The static term Π(q,0) is −3.76 × 10⁻⁴ Ha, so 2ωΠ(q,0) is −0.75ω². It is far from negligible, but it is already inside ω. The remaining shift δ_q is 4 × 10⁻⁷ Ha, about 2% of γ_q.

## II. Where the double delta fails at small q

The symbols carried over are these. ⟨...⟩ is the average over k per spin, N_F is the density of states per cell and spin, g is the coupling, and ω_q is the phonon frequency including the static electronic response. The half width is γ_q = −Im Π(q,ω_q), where Π is the phonon self-energy. With the joint density J_q(ε,ε′) = ⟨|g|²δ(ε_k − ε)δ(ε_{k+q} − ε′)⟩,

γ_q = 2π ∫ dε [f(ε) − f(ε + ω_q)] J_q(ε, ε + ω_q).

Replacing J_q by J_q(0,0) gives Allen's formula, γ_q = π N_F λ_q ω_q², with λ_q = 2J_q(0,0)/(N_F ω_q). The example has k_F = v_F = 0.3, E_F = 0.045 Ha, V = 125 bohr³, ω = 0.001 Ha and g = 0.01 Ha. Its double-delta average is V/(4π²q) for q < 2k_F.

**Proposition 1 (velocity criterion).** At small q, and for slow variation with energy near the Fermi level, the golden-rule width samples

P_q(u) = ⟨ |g|² δ(ε_k) δ(v_k·q − u) ⟩

at u = ω_q, whereas the double delta samples it at u = 0. Here v_k is the band velocity. If v_max is the largest Fermi-surface speed, the clean intraband width vanishes at zero temperature, to leading order in q and ω_q, when

ω_q > v_max q.

Proof. To first order in q, ε_{k+q} = ε_k + v_k·q. Therefore J_q(0,u) = P_q(u). The slow variation with ε allows J_q(ε, ε + ω_q) to be replaced by P_q(ω_q), and the occupation integral gives ω_q. Hence γ_q ≈ 2πω_q P_q(ω_q). Since v_k·q cannot exceed v_max q, P_q vanishes beyond that value. ∎

An electron that gains little momentum can gain only little energy. When the phonon offers more energy than v_max q, no electron near the Fermi surface can absorb it within the band. The double delta does not notice this. It asks for electrons moving perpendicular to q, which exist on a spherical Fermi surface however small q is.

For an optical phonon, whose frequency stays finite as q → 0, the failure therefore sets in at

q ≈ ω_q/v_F.

Allen's formula has been derived for weak damping and a slowly varying joint density, and for an optical phonon the double delta has been shown to fail at q ≈ ω_q/v_F. It remains to find the size of the error in a parabolic band, and to treat acoustic phonons, finite electron lifetimes, smeared calculations and the effect on the total coupling.
